# The photoelectron share of a buried marker layer

## Problem

A flat sample consists of a thick substrate, a marker layer of thickness $t=1$ nm on top of it, and a cap of thickness $d=3$ nm on top of the marker. X-rays release photoelectrons in all three regions. The attenuation length, measured along the electron's path, is $\lambda=2.5$ nm everywhere. A detector accepts electrons that leave at an angle $\theta$ from the surface normal and have lost no energy on the way.

Of all the electrons so detected, what fraction started in the marker, at $\theta=0^\circ$ and at $\theta=60^\circ$?

Assume that the number of photoelectrons released per volume and per solid angle toward the detector, $n$, is the same in all three regions and at both angles. The electrons travel in straight lines, without elastic deflection or refraction at the surface, and the X-rays are not noticeably weakened over the depths that matter.

## A tempting solution

An electron released at depth $z$ below the surface travels a distance $z/\cos\theta$ through the solid. It arrives without energy loss with probability

$$
T(z)=\exp\left(-\frac{z}{\lambda\cos\theta}\right)=e^{-z/L},\qquad L=\lambda\cos\theta .
$$

The marker occupies the depths from $d$ to $d+t$, and its electrons start uniformly over this range. The fraction wanted is therefore the average of $T$ over the marker:

$$
P=\frac1t\int_d^{d+t}e^{-z/L}\,dz
=\frac{L}{t}\left[e^{-d/L}-e^{-(d+t)/L}\right]
=\frac{L}{t}\,e^{-d/L}\left(1-e^{-t/L}\right).
$$

At normal emission $L=2.5$ nm, and at $60^\circ$ it is $1.25$ nm. Hence

$$
P(0^\circ)=2.5\times0.30119\times0.32968=0.248,
$$

$$
P(60^\circ)=1.25\times0.09072\times0.55067=0.0624 .
$$

The marker would thus supply about 25 percent of the detected electrons at normal emission and 6 percent at $60^\circ$.

## Where it fails

The survival law, the integral and the arithmetic are all correct. The fault lies in the sentence that identifies the average of $T$ with the fraction wanted.

Let the marker shrink to nothing. As $t\to0$, $1-e^{-t/L}\to t/L$, so that $P\to e^{-d/L}$. At normal emission this is 0.301. A marker that is not there would supply 30 percent of the signal.

The substrate shows the same fault from the other side. Averaged over a very thick substrate, the survival probability tends to zero, because nearly all of its electrons start too deep to escape. Yet the substrate's upper few nanometres do contribute to the signal.

The quantity $P$ answers another question: of the electrons launched *in the marker* toward the detector, what fraction gets out without loss? Its denominator counts launched marker electrons. The problem asks for a denominator that counts detected electrons from every depth. The numerator is the same in both cases, namely the detected marker electrons.

## Right solution

**The survival law.** Let $N(s)$ electrons of a group still be without energy loss after a path $s$. In the next short path $ds$ a fraction $ds/\lambda$ of them is lost from the group, so $dN/ds=-N/\lambda$ and $N(s)=N(0)e^{-s/\lambda}$. With $s=z/\cos\theta$ this is the factor $e^{-z/L}$ used above. The length $L=\lambda\cos\theta$ is the attenuation length projected on the depth axis.

**The count from each depth.** Let the detector accept a small solid angle $\Delta\Omega$ and a beam of cross-section $A$, measured perpendicular to the beam. This beam cuts any plane parallel to the surface in an area $A/\cos\theta$. A slice of thickness $dz$ therefore has the viewed volume $A\,dz/\cos\theta$, and it contributes

$$
dN_{\rm det}=n\,\Delta\Omega\,\frac{A}{\cos\theta}\,e^{-z/L}\,dz .
$$

**The denominator.** Integration over all depths gives

$$
N_{\rm all}=n\,\Delta\Omega\,\frac{A}{\cos\theta}\int_0^\infty e^{-z/L}\,dz
=n\,\Delta\Omega\,\frac{A}{\cos\theta}\,L
=n\,\Delta\Omega\,A\,\lambda .
$$

The last step uses $L=\lambda\cos\theta$. The upper limit may be set to infinity because the substrate is many times thicker than $L$.

**The numerator.** The same integrand, taken over the marker, gives

$$
N_{\rm m}=n\,\Delta\Omega\,\frac{A}{\cos\theta}\int_d^{d+t}e^{-z/L}\,dz
=n\,\Delta\Omega\,\frac{A}{\cos\theta}\,L\left[e^{-d/L}-e^{-(d+t)/L}\right].
$$

**The fraction.** In the quotient $F=N_{\rm m}/N_{\rm all}$ the factors $n$, $\Delta\Omega$, $A/\cos\theta$ and $L$ cancel. Taking $e^{-d/L}$ out of the bracket leaves

$$
\boxed{F=e^{-d/L}\left(1-e^{-t/L}\right),\qquad L=\lambda\cos\theta .}
$$

The first factor is the transmission of the cap. The second is the signal of an uncovered layer of thickness $t$, relative to that of an infinitely thick one. Comparison with the earlier expression gives $P=(L/t)F$, so the tempting solution was too large by the factor $L/t$, which is 2.5 at normal emission and 1.25 at $60^\circ$.

This result passes the test that $P$ failed: for $t\ll L$ it becomes $F\approx(t/L)e^{-d/L}$, which vanishes with the marker. For $t\gg L$ it tends to $e^{-d/L}$, the signal of a thick emitter under the cap.

## Numbers

At normal emission $d/L=3/2.5=1.2$ and $t/L=1/2.5=0.4$:

$$
F(0^\circ)=e^{-1.2}\left(1-e^{-0.4}\right)=0.30119\times0.32968=0.0993 .
$$

At $60^\circ$ the cosine is one half, so both exponents double:

$$
F(60^\circ)=e^{-2.4}\left(1-e^{-0.8}\right)=0.09072\times0.55067=0.0500 .
$$

The marker supplies **9.9 percent** of the detected electrons at normal emission and **5.0 percent** at $60^\circ$.

The other two shares follow from the same integral with other limits. For the cap the limits are $0$ and $d$, and for the substrate they are $d+t$ and infinity:

$$
F_{\rm cap}=1-e^{-d/L},\qquad F_{\rm sub}=e^{-(d+t)/L}.
$$

| Share of detected electrons | $0^\circ$ | $60^\circ$ |
|---|---:|---:|
| Cap | 0.699 | 0.909 |
| Marker | 0.099 | 0.050 |
| Substrate | 0.202 | 0.041 |

The three expressions add up to one, since $e^{-d/L}$ and $e^{-(d+t)/L}$ each occur once with either sign.

A quick estimate puts the whole marker at its middle depth, $d+t/2$:

$$
F_{\rm mid}=\frac tL\,e^{-(d+t/2)/L}.
$$

This gives $0.4\,e^{-1.4}=0.0986$ and $0.8\,e^{-2.8}=0.0486$. To see its error, write $x=t/(2L)$ and take the middle-depth factor out of the full result:

$$
F=e^{-(d+t/2)/L}\left(e^{x}-e^{-x}\right)=2\sinh x\;e^{-(d+t/2)/L}.
$$

Since $t/L=2x$, the quotient is $F/F_{\rm mid}=\sinh x/x$, which exceeds one for every $x>0$. The estimate is low because the upper half of the marker gains more from its shorter path than the lower half loses. Here the quotient is 1.007 at normal emission and 1.027 at $60^\circ$.

## Why the share falls on tilting

Tilting from $0^\circ$ to $60^\circ$ has two opposite effects. The cap transmission drops from 0.301 to 0.091. The second factor rises from 0.330 to 0.551, because a shorter $L$ makes the marker look thicker. The drop wins, and $F$ is multiplied by 0.503.

This outcome depends on the stack. To find out when it holds, differentiate $F=e^{-d/L}-e^{-(d+t)/L}$ with respect to $L$. Since $\frac{d}{dL}e^{-a/L}=\frac{a}{L^2}e^{-a/L}$ for a constant $a$,

$$
\frac{dF}{dL}=\frac{1}{L^2}\left[d\,e^{-d/L}-(d+t)\,e^{-(d+t)/L}\right]
=\frac{e^{-d/L}}{L^2}\left[d-(d+t)\,e^{-t/L}\right].
$$

The last bracket vanishes when $e^{-t/L}=d/(d+t)$. Taking the logarithm and changing the sign gives $t/L=\ln(1+t/d)$, so

$$
L^*=\frac{t}{\ln(1+t/d)} .
$$

For $L<L^*$ the exponential $e^{-t/L}$ is smaller than at $L^*$, so the bracket is positive and $F$ grows with $L$. For $L>L^*$ it is negative. Thus $F$ has its maximum at $L^*$.

For the given stack $L^*=1/\ln(4/3)=3.48$ nm. The largest $L$ that can be reached is $\lambda=2.5$ nm, at normal emission. All accessible values lie below $L^*$, and every increase of the angle lowers the marker's share.

A cap of 0.5 nm over the same marker behaves differently. Then $L^*=1/\ln 3=0.910$ nm, which is less than $\lambda$. The share first rises on tilting and reaches its maximum where $\cos\theta^*=L^*/\lambda=0.910/2.5$, that is, at $\theta^*=68.65^\circ$. Up to this angle, tilting raises the marker's share under the thin cap, whereas under the 3 nm cap it lowers the share from the start. The value of $\theta^*$ belongs to the straight-line model. At so oblique an angle elastic deflection matters in a real solid, and it moves the maximum to a smaller angle.

## Marker against substrate

Although the marker's share falls, it gains on the substrate. Dividing the two shares gives

$$
R=\frac{F}{F_{\rm sub}}
=\frac{e^{-d/L}-e^{-(d+t)/L}}{e^{-(d+t)/L}}
=e^{t/L}-1 .
$$

The cap thickness has dropped out, because electrons from both regions cross the whole cap. The ratio rises from 0.492 at normal emission to 1.23 at $60^\circ$: the substrate gives the larger detected signal of the two in the first case and the smaller in the second.

Solving for the thickness gives $t=L\ln(1+R)$. If the two signals can be told apart, are put on a common scale of emission density and have the same attenuation length, their ratio thus yields, within the straight-line model, the marker thickness without knowledge of the cap thickness. When elastic deflection bends the paths, the cancellation is only approximate, and the inferred thickness depends on the cap, more strongly at oblique angles. Lines of different energy generally have different attenuation lengths. The cap then weakens them unequally, and its thickness no longer cancels. The result is proportional to the assumed $\lambda$, so a relative error in $\lambda$ passes in full to $t$.

## What a measurement compares

In a spectrum, different elements give lines of different strength and energy. Equal $n$ and equal $\lambda$ are then assumptions of the model. Dividing each line's intensity by a sensitivity factor, taken from a thick sample of the pure material in the same geometry, removes the differences in emission density. The corrected intensities give the shares computed here only if the lines also have equal attenuation lengths.

There is a second way to measure $F$ that does not require the cap or substrate to emit in the marker's line. Record the marker's line from the stack, and then from a thick, uncovered sample of marker material in the same geometry. The thick sample gives $n\,\Delta\Omega\,A\lambda$, the same expression as $N_{\rm all}$, so the quotient of the two signals is again $F$.

In this second reading the cap may have its own attenuation length $\lambda_{\rm c}$ for the marker's electrons, different from the value $\lambda_{\rm m}$ in the marker. The survival probabilities in the two layers multiply, and the same integration over the marker gives

$$
F=\exp\left(-\frac{d}{\lambda_{\rm c}\cos\theta}\right)
\left[1-\exp\left(-\frac{t}{\lambda_{\rm m}\cos\theta}\right)\right].
$$

The change of the raw marker signal with angle depends on what limits the sampled area. If the detector's beam does, as assumed above, $N_{\rm all}$ is independent of angle and the marker signal follows $F$. If a small X-ray spot of fixed area on the surface does, $A/\cos\theta$ is replaced by that fixed area, and the signal follows $F\cos\theta$. The share itself is the same in both cases, since the area cancels.

## Where the model stops

Elastic deflections bend the paths, so that the path length is no longer fixed by depth and angle alone. The chance of at least one deflection grows with the path, and the path grows as $1/\cos\theta$. The straight-line share of the marker under the 3 nm cap is therefore less secure at $60^\circ$ than at normal emission. At grazing angles it should not be relied on: electrons can cross the cap on steeper paths and be deflected toward the detector near the surface, so the true share is much larger than the formula gives. Normal emission is not exempt. If $\lambda$ is taken as the mean path between energy losses, deflection lowers the share of this marker there too and biases the thickness inferred from $R$. For real samples $\lambda$ is replaced by an effective attenuation length, which at moderate angles is shorter than that mean path.

An uneven cap also changes the answer. Suppose that its thickness varies slowly along the surface with mean $d$ and a small standard deviation $\sigma$, while $t$ stays constant and the surface slopes are negligible. Write the local thickness as $d+\delta$ and expand the local transmission to second order:

$$
\left\langle e^{-(d+\delta)/L}\right\rangle
\approx e^{-d/L}\left(1-\frac{\langle\delta\rangle}{L}+\frac{\langle\delta^2\rangle}{2L^2}\right)
=e^{-d/L}\left(1+\frac{\sigma^2}{2L^2}\right),
$$

because $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$. The thin places transmit more than the thick places hold back, so the marker's share is larger than for a flat cap of the same mean thickness. Halving $L$, as the tilt to $60^\circ$ does, makes this relative correction four times as large.
